Cherenkov Threshold and Bulk Loss of a 100 keV Electron in Resist

**Problem**

An electron-beam writer sends 100 keV electrons through an organic resist film 200 nm thick. Take the resist to be nonmagnetic and transparent, with the same refractive index n = 1.6 at every photon energy of interest.

(a) Find the kinetic energy above which an electron can emit Cherenkov light in this medium.

(b) Decide whether the writing electron can do so, and find the index at which the answer would change. Would the nonrelativistic kinetic energy give the same verdict?

(c) From the work done on the electron by its own field, find the bulk Cherenkov loss on each side of the threshold.

(d) Examine what a finite path, a dispersive index, ordinary electronic loss and a high-index substrate do to the conclusion.

**Solution**

**(a) The threshold**

Let the electron have speed v = βc, total energy γmc² and kinetic energy T = (γ − 1)mc², with γ = 1/√(1 − β²). It emits a photon of energy E at angle θ to its path. In the medium the photon carries momentum nE/c. Momentum conservation gives the electron's final momentum p′:

p′²c² = p²c² + n²E² − 2pc nE cosθ.

Energy conservation requires (γmc² − E)² = m²c⁴ + p′²c². Insert p′ and cancel γ²m²c⁴ = m²c⁴ + p²c²:

−2γmc²E + E² = n²E² − 2pc nE cosθ.

Divide by E, solve for cosθ and use pc = βγmc²:

cosθ = (1/nβ)[1 + (n² − 1)E/(2γmc²)].

The second term in the bracket is the recoil. For photons of a few eV it is tiny, and cosθ ≤ 1 then requires nβ ≥ 1. At the threshold β = 1/n, so γ = n/√(n² − 1) and

T_th = mc²[n/√(n² − 1) − 1].

For n = 1.6 the threshold values are β = 0.625 and γ = 1.28103. Hence

T_th = 0.28103 × 510.999 keV = 143.6 keV = 2.301 × 10⁻¹⁴ J.

As n → 1 the threshold goes to infinity: there is no such emission in vacuum.

To size the recoil, set cosθ = 1. The speed must exceed 1/n by δβ = (n² − 1)E/(2nγmc²). Since dγ/dβ = βγ³, the threshold rises by

δT = mc²βγ³δβ = βγ²(n² − 1)E/(2n) = E/2,

where the last step uses β = 1/n and γ² = n²/(n² − 1). A 3 eV photon raises the threshold by 1.5 eV, which is negligible here.

**(b) The writing electron**

At 100 keV, γ = 1 + 100/510.999 = 1.1957, so β = 0.54822 and

nβ = 1.6 × 0.54822 = 0.877 < 1.

The electron is slower than light in the resist and cannot emit Cherenkov light in its bulk. The verdict would change at n = 1/β = 1.824, that is, at a permittivity of 1/β² = 3.33.

The nonrelativistic energy ½mv² at v = c/n is mc²/(2n²) = 99.8 keV. It would place the writing electron just above threshold, so relativistic kinematics decides the answer.

**(c) The loss from the electron's own field**

Write all fields as sums of exp[i(k·r − ωt)], and let ε(ω) be the relative permittivity, with Im ε > 0 for absorption. Maxwell's equations become

k × E = ωB, k × B = −iμ₀J − (εω/c²)E, k·E = −iρ/(ε₀ε).

Here E is the electric field; from the loss formula onward E again means photon energy. Take k × of the first equation, insert the second, and use k × (k × E) = k(k·E) − k²E:

(k² − εω²/c²)E = −ikρ/(ε₀ε) + iωμ₀J.

The electron moves along z, so J = ρv and ρ(k,ω) = −2πe δ(ω − k_z v). The delta function sets k_z = ω/v. With μ₀ = 1/(ε₀c²), the field along the path is

E_z = (iρ/ε₀)(ω/v)X, X = (β² − 1/ε)/(q² + κ²), κ² = (ω/v)²(1 − εβ²),

where q is the wave number across the path.

The force is −eE_z, so the energy lost per unit length is eE_z at the electron. In the inverse transform the k_z integral gives 1/v and the transverse angle gives 2π:

loss per length = −[e²/(4π²ε₀v²)] ∫dω ω ∫q dq iX, with ω from −∞ to ∞.

Because ε(−ω) = ε*(ω), the terms at ω and −ω add to 2Re(iωX) = −2ω Im X. Put e² = 4πε₀αħc and E = ħω, and divide by E to count events instead of energy:

d²P/(dE dz) = [2α/(πħcβ²)] ∫q dq Im X.

Now let ε = n² + iη with η → 0⁺, and keep q below a finite cutoff, since this ε does not describe close collisions.

Below threshold, 1 − n²β² > 0. The denominator of X never approaches zero, so Im X is proportional to η and the rate vanishes with the absorption. This is the zero bulk loss sought.

Above threshold, κ² → −q₀² − i0, with q₀ = (ω/v)√(n²β² − 1). Then Im[1/(q² − q₀² − i0)] = πδ(q² − q₀²), and since q dq = ½d(q²), the integral is (π/2)(β² − 1/n²). Therefore

d²P/(dE dz) = (α/ħc)[1 − 1/(n²β²)].

The rate rises continuously from zero at threshold. The emitted wave has tanθ = q₀v/ω = √(n²β² − 1), or cosθ = 1/(nβ), in agreement with part (a) without recoil.

For contrast, a 200 keV electron has nβ = 1.1125, and

(0.00729735/197.327)(1 − 1/1.1125²) = 7.10 × 10⁻⁶ photons per eV per nm,

at an angle of 26°. Direct integration over q with η = 10⁻⁵ and a cutoff at ten times ω/v gives the same value. At 100 keV the same integration gives 3.17 × 10⁻¹⁰, and ten times this when η is ten times larger: what remains is absorption, not radiation.

**(d) How far the conclusion reaches**

**Finite path.** Let the current exist only over a length L in an unbounded medium of index n. With μ = cosθ, the contributions along the path add in the far field to

S = ∫exp[i(ω/v)(1 − nβμ)z]dz = 2 sin(aΔ)/[(ω/v)Δ],

where z runs from −L/2 to L/2, Δ = 1 − nβμ and a = EL/(2βħc). The frequency component of the vector potential at distance r has magnitude μ₀e|S|/(4πr), and the transverse electric field is ω sinθ times this. The energy flux is nε₀c times the squared field. Integrating over time gives, for positive frequencies,

dW/(dω dΩ) = (nε₀c/π)ω²(1 − μ²)μ₀²e²|S|²/(16π²) = (nαħβ²/π²)(1 − μ²) sin²(aΔ)/Δ².

With dΩ = 2π dμ, and division by the photon energy,

dN/dE = [2αnβ²/(πE)] ∫dμ (1 − μ²) sin²(aΔ)/Δ².

Below threshold Δ is never zero, so the integral stays bounded however long the path. Above threshold sin²(aΔ)/Δ² → πaδ(Δ), which grows in proportion to L and reproduces the rate of part (c).

Between 2 and 4 eV, a 100 keV electron gives 0.0026 photons for L = 200 nm, and 0.0022 for both 10 µm and 20 µm. Over short paths sin² has not yet averaged to one half, and the count can lie on either side of the long-path value: the ratio to it is 0.35 at 50 nm, 0.85 at 100 nm, 1.15 at 200 nm, 1.20 at 300 nm and 0.98 at 1 µm. The bulk formula at 200 keV gives 0.0028 photons in 200 nm, and the finite-path formula, which includes the ends, gives 0.0045. In this model, light from the two ends of a 200 nm path is thus of the same order as Cherenkov light above threshold. The result of part (b) excludes Cherenkov light whose amount grows in proportion to the thickness; it does not exclude all light, nor ordinary electronic loss. The model makes the charge appear and vanish inside the medium. At a real surface the electron and its field continue on the other side, so these counts do not estimate the light from a real film. That requires a calculation with the refractive indices on both sides of each surface. For a free-standing 200 nm film of index 1.6 in vacuum, crossed at normal incidence, such a calculation gives only about 8 × 10⁻⁵ escaping photons between 2 and 4 eV at 100 keV and 5 × 10⁻⁴ at 200 keV, not counting light guided along the film.

**Dispersion.** No absorbing material keeps n = 1.6 at all energies. As a model, take one oscillator with the same low-energy index:

ε = 1 + (n² − 1)E₀²/(E₀² − E² − iΓE).

With x = E₀² − E² > 0, its real part obeys

Re ε − 1 = (n² − 1)E₀²/(x + Γ²E₀²/x − Γ²).

For Γ < E₀ the denominator is least at x = ΓE₀, so with g = Γ/E₀ the largest value of Re ε is 1 + (n² − 1)/[g(2 − g)]. In an absorbing medium, take phase matching to mean Re κ² < 0, that is, Re ε > 1/β². It is avoided if the largest Re ε stays below 1/β² = 1 + 1/(βγ)², which means

g > 1 − √[1 − (n² − 1)β²γ²].

For E₀ = 14 eV this requires Γ > 5.96 eV. With Γ = 8 eV the peak is 2.91, below the required 3.33; with Γ = 4 eV it is 4.18, above it. With no damping, a band from 8.04 eV up to 14 eV would emit 8.75 × 10⁻⁵ photons per nm at 100 keV. The verdict therefore holds for the stated constant index, but not for every material whose visible index is 1.6.

Where the medium absorbs, Cherenkov and ordinary loss are not cleanly separable. Retardation raises the total event rate through absorption as well as any Cherenkov emission, so the rise is not a count of Cherenkov photons. It is 1.2% for Γ = 8 eV and 1.3% for Γ = 4 eV, relative to the unretarded rate, which is found by setting β² to zero in X and κ² while keeping v and the prefactor. These percentages are for a cutoff of 10 nm⁻¹; for Γ = 8 eV the figure is 1.5% at 5 nm⁻¹ and 1.05% at 20 nm⁻¹. Crossing the phase-matching condition causes no jump in this model: the rise falls smoothly from 1.33% at Γ = 1 eV to 1.21% at Γ = 12 eV, and is 1.26% on both sides of 5.96 eV.

**Ordinary loss.** With Γ = 8 eV and a cutoff of 10 nm⁻¹, the same loss formula gives an inelastic mean free path of about 170 nm and a mean loss of about 27 eV in the film. The electron still excites the resist, but it leaves with nearly all of its 100 keV. These figures count only collisions below the cutoff, with losses up to 200 eV, and they depend on the cutoff logarithmically: 205 nm and 22 eV at 5 nm⁻¹, 143 nm and 33 eV at 20 nm⁻¹. Close collisions, core levels and the dependence of ε on q are left out. The first two add to the loss, so the full mean loss is larger than this figure. The Bethe formula for PMMA (density 1.19 g/cm³, mean excitation energy 74 eV) gives about 95 eV in 200 nm, some 3.5 times the model value, though still tiny beside 100 keV.

**Substrate.** An index of 3.5 lowers the threshold to 22.2 keV. On entering a thick substrate with that index at close to 100 keV, the electron emits about 0.027 photons per eV per µm at energies where the substrate is transparent. The rate falls as the electron slows. Light detected below the resist is therefore no evidence of Cherenkov emission in the resist.

**The real process.** A beam energy of 100 keV and a film of 200 nm are ordinary writing conditions, and organic resists have visible indices of roughly 1.5 to 1.7. Over that range the threshold moves from 174.6 to 120.9 keV, still above the beam energy. Real resists break the assumptions of constant index and transparency, which both fail near their ultraviolet absorption bands. The single broad oscillator is also crude: its absorption tail reaches into the visible, where a real resist may be clear. To apply the criterion Re ε > 1/β² in the ultraviolet, one needs the measured ε(E) of the resist, with its real part compared with 3.33. Where absorption is strong this criterion is a convention: comparing Re √ε with 1/β = 1.824 can give a different answer. The numerical output lists the main values used here.

Values computed for the example and the checks

```
electron rest energy: 510.999 keV
hbar*c: 197.327 eV nm
fine-structure constant: 0.00729735
resist index: 1.6
threshold beta: 0.625
threshold gamma: 1.28103
threshold kinetic energy: 143.6 keV
threshold kinetic energy (SI): 2.301e-14 J
threshold for index 1.5: 174.6 keV
threshold for index 1.7: 120.9 keV
nonrelativistic (wrong) threshold: 99.8 keV
writing energy: 100 keV
gamma at writing energy: 1.1957
beta at writing energy: 0.54822
n*beta at writing energy: 0.8772
index needed at writing energy: 1.824
permittivity needed at writing energy: 3.327
contrast energy: 200 keV
beta at contrast energy: 0.69531
n*beta at contrast energy: 1.113
Cherenkov angle at contrast energy: 25.99 degrees
Cherenkov rate at contrast energy: 7.101e-06 per eV per nm
loss integral at contrast energy: 7.101e-06 per eV per nm
Im eps used in loss integral: 1e-05
loss integral at writing energy: 3.172e-10 per eV per nm
same with ten times Im eps: 3.172e-09 per eV per nm
threshold rise by recoil, 3 eV photon: 1.5 eV
film thickness: 200 nm
photon window lower edge: 2 eV
photon window upper edge: 4 eV
bulk Cherenkov photons in film, 200 keV: 0.00284 per electron
finite-path photons in film length, 100 keV: 0.00257 per electron
finite-path photons, 10 um, 100 keV: 0.00223 per electron
finite-path photons, 20 um, 100 keV: 0.00223 per electron
finite-path growth rate, 200 keV: 1.42e-05 per nm
bulk formula growth rate, 200 keV: 1.42e-05 per nm
oscillator energy: 14 eV
oscillator damping: 8 eV
largest real permittivity: 2.91
least damping that forbids emission: 5.96 eV
weaker damping: 4 eV
largest real permittivity, weaker damping: 4.18
undamped emitting band starts at: 8.04 eV
undamped band photon rate, 100 keV: 8.75e-05 per nm
wave-number cutoff: 10 per nm
ordinary inelastic mean free path, 100 keV: 169 nm
mean electronic energy loss in film: 27.4 eV
retardation change of event rate: 1.2 percent
same, weaker damping: 1.3 percent
substrate index: 3.5
substrate threshold: 22.2 keV
substrate Cherenkov rate, 100 keV: 0.0269 per eV per um
```
